\section*{Self-heating and negative differential conductance in a uniform channel}

\section{A current that falls when the voltage doubles}

Take a conducting sheet $2\,\mu$m long and $10\,\mu$m wide, cooled through an oxide to a wafer at 300 K. At 12.63 V the model below gives a steady current of 2.238 mA. At twice that voltage it gives 2.147 mA. The carrier density is the same in both states and every part of the sheet obeys Ohm's law. What has changed is the temperature, from 729 K to 1122 K. How can heating overcome a doubled voltage, and at what temperature does it begin to do so?

The channel has length $L$, width $W$, fixed sheet density $n$ and one uniform temperature $T$. The sink is at absolute temperature $T_0$, and $\theta=T/T_0$. The mobility is
\begin{equation}
\mu(T)=\mu_0\theta^{-\gamma},\qquad \gamma>0,
\end{equation}
where $\mu_0$ is its value at $T_0$. With the cold conductance $G_0=qn\mu_0W/L$, the current is
\begin{equation}
I=G_0V\theta^{-\gamma}. \label{ohm}
\end{equation}
All the electrical power $P=IV$ heats the channel and leaves through a constant thermal resistance $R$. In the steady state
\begin{equation}
T-T_0=RIV. \label{heat}
\end{equation}
Negative differential conductance means $dI/dV<0$ along the curve of steady states. At fixed temperature, (\ref{ohm}) gives $(\partial I/\partial V)_T=I/V>0$, so the effect needs time for the channel to warm. The heat diffusion time of the oxide in the example is about $0.1\,\mu$s; much faster voltage changes see the positive slope.

\section{The simple case: $\gamma=1$}

Put $\gamma=1$ in (\ref{ohm}), so that $V=I\theta/G_0$, and insert this in (\ref{heat}) divided by $T_0$:
\begin{equation}
\theta-1=\frac{R}{T_0}\,I\,\frac{I\theta}{G_0}
\quad\Rightarrow\quad
I^2=\frac{G_0T_0}{R}\left(1-\frac1\theta\right).
\end{equation}
The voltage follows from $V^2=I^2\theta^2/G_0^2$:
\begin{equation}
V^2=\frac{T_0}{RG_0}\,\theta(\theta-1).
\end{equation}
Both expressions rise with $\theta$ for $\theta>1$, so the current rises with voltage throughout.

Two limits check this. For weak heating, $\theta\to1$, the ratio $I^2/V^2=G_0^2/\theta^2$ tends to $G_0^2$, which is the cold Ohm's law. For strong heating the current approaches $\sqrt{G_0T_0/R}$ from below. With $G_0=0.8011$ mS and $R=15166$ K/W,
\begin{equation}
\sqrt{\frac{(8.011\times10^{-4}\,\mathrm{S})(300\,\mathrm{K})}{15166\,\mathrm{K/W}}}=3.981\ \mathrm{mA}.
\end{equation}
The case $\gamma=1$ thus gives saturation without a maximum. A stronger fall of mobility should bend the curve down.

\section{Any exponent}

For general $\gamma$, (\ref{ohm}) gives $IV=G_0V^2\theta^{-\gamma}$. Substituting this in (\ref{heat}) and solving for $V^2$, then using $I^2=G_0^2V^2\theta^{-2\gamma}$, gives
\begin{align}
V^2&=\frac{T_0}{RG_0}(\theta-1)\theta^\gamma, \label{V}\\
I^2&=\frac{G_0T_0}{R}(\theta-1)\theta^{-\gamma}. \label{I}
\end{align}
The temperature now serves as a parameter along the curve. Take logarithms and differentiate; the constant prefactors drop out:
\begin{align}
2\frac{d\ln V}{d\theta}&=\frac1{\theta-1}+\frac\gamma\theta
=\frac{(\gamma+1)\theta-\gamma}{\theta(\theta-1)}, \label{dV}\\
2\frac{d\ln I}{d\theta}&=\frac1{\theta-1}-\frac\gamma\theta
=\frac{\gamma-(\gamma-1)\theta}{\theta(\theta-1)}. \label{dI}
\end{align}
The numerator in (\ref{dV}) equals $\theta+\gamma(\theta-1)$, which is positive for $\theta>1$. Voltage therefore rises steadily from zero to infinity as $\theta$ runs from one to infinity, and each voltage has one steady temperature. Dividing (\ref{dI}) by (\ref{dV}) gives
\begin{equation}
\frac{dI}{dV}=\frac IV\,
\frac{\gamma-(\gamma-1)\theta}{(\gamma+1)\theta-\gamma}. \label{slope}
\end{equation}
The sign is that of the numerator. If $\gamma\le1$, it equals $\gamma+(1-\gamma)\theta>0$, and the slope is positive at every voltage. If $\gamma>1$, it vanishes once and is negative above
\begin{equation}
\boxed{T_*=T_0\frac{\gamma}{\gamma-1}}. \label{onset}
\end{equation}
This proves two things for the ohmic model: negative differential conductance requires $\gamma>1$, and it begins when the channel, not the sink, reaches $T_*$.

\paragraph{Limits.} As $\theta\to1$, the fraction in (\ref{slope}) tends to one and the slope to $G_0$. As $\gamma\to1$ from above, $T_*\to\infty$, which joins on to the saturating curve. As $\gamma\to\infty$, $T_*\to T_0$: a very steep mobility law needs little heating. Far above the onset, $V^2\propto\theta^{1+\gamma}$ and $I^2\propto\theta^{1-\gamma}$, so
\begin{equation}
I\propto V^{(1-\gamma)/(1+\gamma)}.
\end{equation}

A numerical test solved (\ref{heat}) at each voltage and searched for the largest current. For $\gamma=1.2$, 1.5, 1.7 and 2.5 the temperature at the maximum agreed with (\ref{onset}) to one part in $10^5$. For $\gamma=0.5$, 0.9 and 1 the current rose throughout a scan from 0.01 to 1000 times $\sqrt{T_0/(RG_0)}$.

\section{Numbers at the maximum}

The example has $n=10^{13}$ cm$^{-2}$, $\mu_0=100$ cm$^2$/Vs and $\gamma=1.7$. Its thermal resistance is the sum of 10714 K/W for 300 nm of oxide, 3333 K/W for the interfaces and 1118 K/W for spreading in the wafer. The sum treats the oxide as one-dimensional; for a finite strip of this size, heat leaking past its edges lowers the mean value to about 13900 K/W, some 8\% less, so the digits below belong to the model and not to a device. From (\ref{onset}),
\begin{equation}
T_*=300\ \mathrm{K}\times\frac{1.7}{0.7}=728.6\ \mathrm{K}.
\end{equation}
Since $T_*-T_0=T_0/(\gamma-1)$, the heat balance fixes the power:
\begin{equation}
P_*=\frac{T_0}{R(\gamma-1)}
=\frac{300\ \mathrm{K}}{15166\ \mathrm{K/W}\times0.7}=28.26\ \mathrm{mW}.
\end{equation}
With $R$, $T_0$ and $\gamma$ held fixed, neither $n$ nor $\mu_0$ affects this power. They decide how it is divided between current and voltage. At the onset the mobility is 22.13 cm$^2$/Vs, so $\theta_*^\gamma=100/22.13=4.519$. With the voltage scale $\sqrt{T_0/(RG_0)}=4.969$ V, (\ref{V}) gives
\begin{equation}
V_*=4.969\ \mathrm{V}\times\sqrt{\frac{4.519}{0.7}}=12.63\ \mathrm{V},
\end{equation}
and $I_*=P_*/V_*=2.238$ mA, or 224 $\mu$A per micrometre of width.

The opening comparison can now be read. At $2V_*$ the temperature ratio is $1122/300=3.74$, and (\ref{slope}) gives
\begin{equation}
\frac{d\ln I}{d\ln V}=\frac{1.7-0.7\times3.74}{2.7\times3.74-1.7}=-0.11.
\end{equation}
The slope starts at zero at the maximum and is still small here, well short of its limit $-0.7/2.7=-0.26$. Doubling the voltage therefore lowers the current by just 4\% of its peak value.

\section{Why the threshold is one}

The result has a reading that survives changes in the cooling law. Let the channel resistance vary as $T^\gamma$. At a current maximum $dI=0$, so $V$ changes by the same fraction as the resistance, and $P=IV$ by the same fraction as $V$:
\begin{equation}
d\ln P=d\ln V=\gamma\,d\ln T
\quad\Rightarrow\quad \frac{d\ln P}{d\ln T}=\gamma. \label{balance}
\end{equation}
Here $P(T)$ is the power the cooling path removes. For $P=(T-T_0)/R$ the left side is $T/(T-T_0)=\theta/(\theta-1)$, and solving for $\theta$ returns (\ref{onset}).

This ratio exceeds one because removed heat is counted from $T_0$, while the mobility law counts temperature from absolute zero. A 1\% rise of $T$ thus requires more than a 1\% rise of power. The resistance must grow faster than $T$ to take up that increase without help from the current.

Now let the thermal resistance fall as $R\theta^{-b}$, with $b\geq0$. Then $P=(T-T_0)\theta^b/R$, and (\ref{balance}) becomes
\begin{equation}
\frac\theta{\theta-1}+b=\gamma
\quad\Rightarrow\quad
T_*=T_0\frac{\gamma-b}{\gamma-b-1}.
\end{equation}
The requirement is $\gamma>1+b$, and $b=0$ restores the first result. A modest $b=0.1$ moves the onset from 729 to 800 K.

Scattering that does not depend on temperature also weakens the effect. If it supplies a share $f$ of the resistance at $T_0$, the resistance varies as $(1-f)\theta^\gamma+f$. Its logarithmic derivative replaces $\gamma$ in (\ref{balance}):
\begin{equation}
\frac{\theta}{\theta-1}=
\gamma\,\frac{(1-f)\theta^\gamma}{(1-f)\theta^\gamma+f}.
\end{equation}
With $\mu_0$ held fixed, $f=0.2$ puts the onset at 783 K.

\section{When the current is no longer ohmic}

\paragraph{Velocity saturation.} Let the drift velocity in a field $F=V/L$ be
\begin{equation}
\frac1v=\frac1{\mu F}+\frac1{v_s}. \label{sat}
\end{equation}
If $v_s$ is constant, $v$ rises with the product $\mu F$ alone. A current maximum then requires $d\ln(\mu F)=0$, or $d\ln V=\gamma\,d\ln T$, which is the ohmic condition again. The onset temperature stays at 729 K. Less current flows at a given voltage, so the same power needs a higher voltage: 15.9 V for $v_s=3\times10^6$ cm/s.

If instead $v_s\propto T^{-a}$, setting the differential of (\ref{sat}) to zero gives
\begin{equation}
\frac1{\mu F}(\gamma\,d\ln T-d\ln V)+\frac a{v_s}\,d\ln T=0.
\end{equation}
Multiply by $\mu F$ and use $d\ln V=d\ln P=[\theta/(\theta-1)]\,d\ln T$ at the maximum:
\begin{equation}
\frac\theta{\theta-1}=\gamma+a\frac{\mu F}{v_s}.
\end{equation}
The falling saturation velocity acts as an addition to $\gamma$. For $a=0.5$ and the same $v_s$ at 300 K, the onset drops to 567 K at 10.9 V. Both limits, $a\to0$ and $v_s\to\infty$, restore the ohmic condition.

\paragraph{A gated channel.} In a transistor the density falls towards the drain. Let it be $n(1-u/V_{ov})$ where the local channel potential is $u$, with $V_{ov}$ the gate overdrive. Keeping one temperature for the whole channel and integrating over $u$ from 0 to $V$,
\begin{equation}
I=G_0\theta^{-\gamma}\left(V-\frac{V^2}{2V_{ov}}\right).
\end{equation}
With $x=V/V_{ov}$, the logarithmic derivative of the bracket with respect to $V$ is
\begin{equation}
s(x)=1-\frac{x/2}{1-x/2}=\frac{1-x}{1-x/2}.
\end{equation}
At the maximum $s\,d\ln V=\gamma\,d\ln T$, and the heat balance gives
\begin{equation}
\gamma=s(x)\frac{\theta}{\theta-1}. \label{gate}
\end{equation}
For $V_{ov}\to\infty$, $s\to1$ and the uniform result returns. For finite $V_{ov}$ the right side is infinite at $V=0$, where $\theta=1$, and zero at pinch-off, where $x=1$ and $\theta$ is finite. By continuity it passes through $\gamma$ in between. A maximum therefore exists for every $\gamma>0$: near pinch-off the current hardly responds to voltage, and slight heating suffices to lower it. With $\gamma=0.8$ and $V_{ov}=5$ V, keeping $G_0$ and $R$ fixed, the maximum lies at 404 K and 4.42 V, and the current falls by only 1\% from there to pinch-off. These numbers are formal: this overdrive at this density needs an oxide of about 11 nm, which would change $R$, and the velocity at the drain end is $8\times10^6$ cm/s, well above the $v_s$ used above. With a constant $v_s=3\times10^6$ cm/s the maximum remains but moves to 358 K and 3.63 V. The condition $\gamma>1$ thus belongs to an ohmic channel of uniform density and cannot be carried over to a transistor near saturation. A falling saturation velocity can remove it too: with $a=0.5$ and the $v_s$ used above, a uniform channel with $\gamma=0.8$ has a current maximum at about 730 K.

\section{Is the falling branch stable?}

Let $C$ be the heat capacity, so that $C\,dT/dt=P-(T-T_0)/R$. At fixed voltage $P\propto T^{-\gamma}$; at fixed current $P\propto T^{\gamma}$. A small change $\delta T$ about a steady state alters the power by $\mp\gamma P\,\delta T/T$. With $P=(T-T_0)/R$, the growth rates $\lambda$ of $\delta T$ are
\begin{align}
RC\lambda_V&=-1-\gamma\frac{\theta-1}\theta,\\
RC\lambda_I&=-1+\gamma\frac{\theta-1}\theta.
\end{align}
The first is negative, so a voltage source holds the uniform temperature steady. The second changes sign at $\theta=\gamma/(\gamma-1)$. The onset of negative differential conductance is also the onset of thermal runaway under current drive.

At 0.95 of the peak current the example has steady states at 513 and 1188 K. In a numerical integration at this fixed current, a start 1\% above the hot state ran away past 3000 K, and a start 1\% below it cooled to 513 K. At the fixed voltage belonging to the hot state, a start 10\% too hot returned to 1188 K.

A voltage source does not control each part of the channel separately. Consider $\delta T\propto\cos(\pi x/L)$, with $x$ now the position along the channel and thermally insulated ends. The average of $\delta T$ is zero, so to first order the total resistance and the current do not change. Each slice is then driven at fixed current, and its growth is opposed by heat flow along the sheet. Let $k$ and $t$ be the sheet's thermal conductivity and thickness, and treat the cooling as local, with conductance $g=1/(RLW)$ per area. Per unit area, lateral flow removes $kt(\pi/L)^2\delta T$, compared with $g\,\delta T$ lost to the sink. Their ratio is
\begin{equation}
\varepsilon=\left(\frac{\pi\ell}{L}\right)^2,\qquad \ell=\sqrt{\frac{kt}{g}},
\end{equation}
and the growth rate becomes
\begin{equation}
RC\lambda_1=\gamma\frac{\theta-1}{\theta}-1-\varepsilon.
\end{equation}
For $\gamma>1+\varepsilon$ it is positive above
\begin{equation}
\theta_d=\frac{\gamma}{\gamma-1-\varepsilon}.
\end{equation}
With $\ell=99.3$ nm, $\varepsilon=(\pi\times99.3/2000)^2=0.0243$ and the threshold is 755 K at 13.40 V. A direct eigenvalue calculation with the channel cut into 60 cells found the same threshold to one part in $10^4$.

With purely local cooling, the uniform falling branch is therefore stable against small disturbances of this form only between 12.63 and 13.40 V. In the example heat also spreads sideways in the oxide and the wafer, which cools an uneven pattern more strongly than a uniform one. For an endlessly repeating cosine pattern at fixed $R$, this spreading raises the threshold to about 900 K and 18 V. A finite channel behaves differently: heat also leaks past its ends, so it is hottest in the middle at every voltage and has no uniform state to lose. For the $2\times10\,\mu$m strip on this oxide and wafer, the uneven state remains stable against disturbances along the channel at fixed voltage, the current peaks near 12 V at 2.3 mA, and near 25 V the middle is at about 1500 K while the mean is about 1090 K. The opening state at 1122 K is thus a solution with uniformity imposed; the fall of current survives, but the temperature is uneven. In the limit $\varepsilon\to0$ the stable window closes. If $\varepsilon\geq\gamma-1$, the mode does not grow at any temperature. With $\ell$ held fixed, this means $L\leq\pi\ell/\sqrt{\gamma-1}$, or about 370 nm here for local cooling. For the repeating pattern at fixed $R$, sideways spreading in the oxide and the wafer raises this length to about 680 nm; it does not carry over to a finite strip, where the unevenness grows gradually.

\section{Beside a real device}

The numbers are rough values for a transistor with an atomically thin semiconductor on an oxidized wafer. A mobility of 100 cm$^2$/Vs is on the high side for such supported layers, and $10^{13}$ cm$^{-2}$ is a high density. The exponent 1.7 is an assumption too, as is its use up to the onset temperature. The result is sensitive to it: $\gamma=1.2$ would put the ideal onset at 1800 K. Through 300 nm of oxide that density needs an overdrive of 139 V, which suits a laboratory test structure and is far from a practical logic voltage. Among the corrections computed above, the departure from ohmic drift shifts the onset temperature most. The ideal onset has a velocity of $1.4\times10^6$ cm/s, nearly half the assumed saturation value at 300 K, and letting that value fall as $T^{-0.5}$ moves the onset from 729 to 567 K. The density droop alone gives 686 K. Combining these two effects with the changing thermal resistance and the constant scattering gives 562 K, 11.0 V and 1.68 mA. Relative to the ideal model, the temperature rise at onset is smaller by $(729-562)/(729-300)=39\%$.

Other omissions differ widely in size. For an assumed energy relaxation time of 0.2 ps, the carriers would be roughly 200 K hotter than the lattice, so a mobility set by lattice temperature alone is doubtful at this field. A total contact resistance of $200\,\Omega$ adds 0.45 V at the terminals. If it is constant and its heat stays outside the channel, the current maximum remains at the same channel temperature. Contacts that hold the channel ends at 300 K do change the result: with local cooling, the maximum then lies between 9 and 12 V, and the channel is hottest in the middle. For a 1.9 eV gap, the intrinsic carrier density at the onset temperature is about $7\times10^6$ cm$^{-2}$. The electrons already present keep the density of thermally created pairs below even this value, so the pairs are negligible beside $n$. The gate oxide field of 4.6 MV/cm is high but below a rough breakdown value of 10 MV/cm.

The temperature of use may hide the effect. If the device must stay below a rough limit of 600 K, the ideal model stops at 8.96 V, where the current is already 98.7\% of its maximum. The measured curve would then show a plateau and no fall. With the combined corrections the maximum, at 562 K, lies inside the same limit, but the current falls by only about 0.25\% before 600 K is reached, so the curve would still look like a plateau. Whether a given device shows the fall thus depends on its high-field velocity and cooling as well as on $\gamma$. The remaining inputs are given in the program.

\section*{Calculated quantities}
\begin{verbatim}
Inputs: T0 300 K, gamma 1.7, L 2 um, W 10 um
Inputs: n 1.0e+13 cm^-2, mu0 100 cm2/Vs
Inputs: oxide 300 nm, 1.4 W/mK; wafer 100 W/mK
Input: interface conductance 15 MW/m2K
Thermal resistance, oxide: 10714 K/W
Thermal resistance, interface: 3333 K/W
Thermal resistance, wafer: 1118 K/W
Thermal resistance, total: 15166 K/W
Cold conductance G0: 0.8011 mS
Voltage scale sqrt(T0/(Rth G0)): 4.969 V
Onset temperature, numerical peak: 728.57 K
Onset temperature, formula: 728.57 K
Onset voltage: 12.63 V
Peak current: 2.238 mA = 223.8 uA/um
Power at onset: 28.26 mW
Mobility at onset: 22.13 cm2/Vs
Channel field at onset: 0.0631 MV/cm
Drift velocity at onset: 1.397e+06 cm/s
Limiting current if gamma were 1: 3.981 mA
Current at twice onset voltage: 2.147 mA
Temperature at twice onset voltage: 1122 K
Current drive at 0.95 peak: cold 513 K, hot 1188 K
Sheet: 50 W/mK, 0.65 nm; healing 99.3 nm
Domain parameter epsilon: 0.0243 (no unit)
Domain threshold: 754.8 K at 13.40 V
Saturation velocity at T0: 3.0e+06 cm/s
Constant saturation velocity: onset 728.6 K at 15.90 V
Falling as T^-0.5: onset 566.7 K at 10.94 V
Gate overdrive: 139.2 V; density droop 9.1 %
Gated channel: onset 685.9 K at 11.63 V
Gated, gamma 0.8, overdrive 5 V: 404.4 K at 4.42 V
Rth falling as T^-0.1: onset 800.0 K
Constant scattering share 0.2 at T0: onset 783.3 K
These four together: onset 562.2 K at 10.97 V
Current peak with the four together: 1.678 mA
Contacts 200 ohm in total: drop 0.448 V
Carrier heating for 0.2 ps: 205 K
Gap 1.9 eV, mass 0.5 m_e, two valleys, two spins
Fermi level over kT at T0: 0.42 (no unit)
Fermi level over kT at onset: -0.77 (no unit)
Thermal pair density at onset: 7.0e+06 cm^-2
Interband tunnelling exponent: 1417 (no unit)
Gate oxide field: 4.64 MV/cm
Oxide heat diffusion time: 106 ns
Use limit 600 K reached at 8.96 V
Current there over peak current: 0.9868 (no unit)
\end{verbatim}
